# Where the gaps of a two-dimensional cosine potential close: verification in Python

```python
"""Closing of the gaps for V(x,y) = V0 [cos(2 pi x/a) + cos(2 pi y/a)].

Result under test: let the 1D cosine problem have bands [alpha_j, beta_j],
widths W_j and gaps g_j = alpha_(j+1) - beta_j. If M is the first band with
W_M >= max g_j, the 2D spectrum has no gap above E_star = alpha_1 + alpha_M.
For deep wells E_star is about 2 V0 (1/m - 1), where sqrt(m) K(m) = pi/2,
with an uncertainty of order omega = (2 pi/a) sqrt(V0) (atomic units).

Internal energy unit: E_B = (pi/a)^2/2. Strength q = V0/(2 E_B).
Energies are measured from the mean of the potential.
"""
import math
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigvalsh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ellipk, mathieu_a, mathieu_b


def bands_1d(q, count):
    """Lower and upper edges of the lowest 1D bands, from plane waves."""
    cut = count // 2 + 30
    l0 = np.arange(-cut, cut + 1)
    l1 = np.arange(-cut - 1, cut + 1)
    centre = eigvalsh_tridiagonal((2.0 * l0) ** 2, np.full(len(l0) - 1, q))
    edge = eigvalsh_tridiagonal((2.0 * l1 + 1) ** 2, np.full(len(l1) - 1, q))
    centre, edge = centre[:count], edge[:count]
    return np.minimum(centre, edge), np.maximum(centre, edge)


def crude_bound(q):
    """Band index and energy beyond which level-shift bounds exclude gaps."""
    v0 = 2 * q
    index = max(1, math.ceil((4 * v0 + 1) / 2))
    return index, (index - 1) ** 2 + v0


def gaps_2d(q):
    """All gaps of the 2D spectrum, by merging sums of 1D bands."""
    index, limit = crude_bound(q)
    low, high = bands_1d(q, index + 8)
    assert low[0] + low[-1] > limit
    pairs = sorted((low[i] + low[j], high[i] + high[j])
                   for i in range(len(low)) for j in range(i, len(low)))
    top, found = pairs[0][1], []
    for start, end in pairs[1:]:
        if start > limit:
            break
        if start > top + 1e-9:
            found.append((top, start))
        top = max(top, end)
    return found


def closing_bound(q, count):
    """First band at least as wide as the largest gap, and E_star."""
    low, high = bands_1d(q, count)
    gap = low[1:] - high[:-1]
    wide = np.nonzero(high - low >= gap.max())[0]
    assert len(wide) > 0
    return wide[0] + 1, low[0] + low[wide[0]], gap


# --- worked example: round model parameters ---
a_ang, V0_eV = 10.0, 3.0
EB = (sc.hbar * np.pi / (a_ang * 1e-10)) ** 2 / (2 * sc.m_e) / sc.e
q_ex = V0_eV / (2 * EB)
low, high = bands_1d(q_ex, 30)
width, gap = high - low, low[1:] - high[:-1]

# 1D edges against Mathieu characteristic values
for j in range(8):
    assert abs(low[j] - mathieu_a(j, q_ex)) < 1e-6
    assert abs(high[j] - mathieu_b(j + 1, q_ex)) < 1e-6

# weak-potential law for the 1D gaps
q_weak = 0.2
wl, wh = bands_1d(q_weak, 10)
weak_ratio = []
for n in range(1, 5):
    law = 2 * q_weak**n / (4 ** (n - 1) * math.factorial(n - 1) ** 2)
    weak_ratio.append((wl[n] - wh[n - 1]) / law)
    assert abs(weak_ratio[-1] - 1) < 0.01

# level-shift bounds on gaps and widths
for q in (0.3, 2.0, q_ex, 10.0):
    lo, hi = bands_1d(q, 40)
    free_width = 2 * np.arange(1, 41) - 1
    assert np.all(lo[1:] - hi[:-1] <= 4 * q + 1e-9)
    assert np.all(hi - lo >= free_width - 4 * q - 1e-9)
    assert lo[0] <= 0

# full 2D plane-wave Hamiltonian, no separation assumed
found = gaps_2d(q_ex)
M_ex, star_ex, _ = closing_bound(q_ex, 30)
grid = 2 * np.pi * np.arange(32) / 32
sample = 2 * q_ex * (np.cos(grid)[:, None] + np.cos(grid)[None, :])
fourier = np.fft.fft2(sample).real / sample.size
lx, ly = [u.ravel() for u in np.meshgrid(np.arange(-6, 7), np.arange(-6, 7))]
v_matrix = fourier[(lx[:, None] - lx) % 32, (ly[:, None] - ly) % 32]


def levels_2d(kx, ky):
    """Eigenvalues at a wave vector given in units of pi/a."""
    kinetic = (2 * lx + kx) ** 2 + (2 * ly + ky) ** 2
    return np.linalg.eigvalsh(v_matrix + np.diag(kinetic))


zone = np.linspace(0, 1, 9)
pool = np.concatenate([levels_2d(kx, ky) for kx in zone for ky in zone])
for bottom, top in found:
    assert not np.any((pool > bottom + 1e-6) & (pool < top - 1e-6))
    assert np.min(abs(pool - bottom)) < 1e-6
    assert np.min(abs(pool - top)) < 1e-6
last_bottom, last_top = found[-1]
line = np.concatenate([levels_2d(0.0, ky) for ky in np.linspace(0, 1, 201)])
line = np.sort(line[(line > last_top - 1e-6) & (line < last_top + 8)])
largest_step = np.diff(line).max()
assert line[-1] - line[0] > 7.5
assert largest_step < 0.5 * (last_top - last_bottom)
# the last gap is the excess of the fourth 1D gap over the lowest width
assert abs((last_top - last_bottom) - (gap[3] - width[0])) < 1e-9

# sufficient bound against complete enumeration
for q in np.linspace(0.1, 10, 45):
    gaps = gaps_2d(q)
    _, star, _ = closing_bound(q, 40)
    if gaps:
        assert gaps[-1][1] <= star + 1e-8


# threshold for the first 2D gap
def first_excess(q):
    lo, hi = bands_1d(q, 6)
    return (lo[1] - hi[0]) - (hi[0] - lo[0])


q_th = brentq(first_excess, 0.1, 1.0)
assert len(gaps_2d(0.99 * q_th)) == 0
assert len(gaps_2d(1.01 * q_th)) == 1

# deep-well condition: crossing time equals half the well period
m_star = brentq(lambda m: np.sqrt(m) * ellipk(m) - np.pi / 2, 0.1, 0.95)
coef = 2 * (1 / m_star - 1)
eps_ratio = 2 / m_star - 1
# atomic units with V0 = 1 and a = 2 pi, hence omega = 1
crossing = quad(lambda x: 1 / np.sqrt(2 * (eps_ratio - np.cos(x))),
                0, 2 * np.pi)[0]
assert abs(crossing - np.pi) < 1e-8

# deep-well estimate against computed bands
deviation = []
for q in np.geomspace(1, 2500, 80):
    _, star, g = closing_bound(q, 140)
    assert np.argmax(g) == 0
    deviation.append(abs(star - coef * 2 * q) / (4 * np.sqrt(q)))
assert max(deviation) < 1

q_deep = 2500.0
M_deep, star_deep, g_deep = closing_bound(q_deep, 140)
dl, dh = bands_1d(q_deep, 140)
mid = (dl[M_deep - 1] + dh[M_deep - 1]) / 2
mean_inverse = quad(lambda z: 1 / np.sqrt(mid - 2 * q_deep * np.cos(2 * z)),
                    0, np.pi)[0] / np.pi
width_ratio = (dh[M_deep - 1] - dl[M_deep - 1]) * mean_inverse / 2
gap_ratio = g_deep[0] / (4 * np.sqrt(q_deep))
assert abs(width_ratio - 1) < 0.01
assert abs(gap_ratio - 1) < 0.01

# --- printed numbers ---
print(f"a = {a_ang:.1f} angstrom, V0 = {V0_eV:.2f} eV")
print(f"E_B = {EB:.5f} eV, q = V0/(2 E_B) = {q_ex:.4f}")
print(f"well quantum omega = {4*np.sqrt(q_ex)*EB:.4f} eV")
print("1D bands: j, alpha, beta, width, gap above (eV)")
for j in range(7):
    print(f" {j+1} {low[j]*EB:9.4f} {high[j]*EB:9.4f}"
          f" {width[j]*EB:8.4f} {gap[j]*EB:.3e}")
print(f"first band as wide as the largest gap: M = {M_ex}")
print("overlaps W_M - g_j, j=1..5 (eV):",
      " ".join(f"{(width[M_ex-1]-g)*EB:.4f}" for g in gap[:5]))
print("2D gaps: bottom, top, size (eV)")
for bottom, top in found:
    print(f" {bottom*EB:9.4f} {top*EB:9.4f} {(top-bottom)*EB:8.4f}")
print(f"g_4 - W_1 = {(gap[3]-width[0])*EB:.4f} eV")
print(f"sufficient bound E_star = {star_ex*EB:.4f} eV")
print(f"deep-well estimate = {coef*V0_eV:.4f} eV")
M_crude, E_crude = crude_bound(q_ex)
print(f"crude bound: M = {M_crude}, energy = {E_crude*EB:.2f} eV")
print(f"E_star = {star_ex*EB*sc.e/sc.value('Hartree energy'):.5f} hartree")
print(f"largest level step above last gap = {largest_step*EB:.4f} eV")
print(f"threshold V0/E_B = {2*q_th:.4f}, V0 = {2*q_th*EB:.4f} eV")
print(f"first-order threshold = {2*EB/3:.4f} eV")
print(f"m = {m_star:.5f}, estimate/V0 = {coef:.4f}")
print(f"1D energy/V0 at equal width and gap = {eps_ratio:.4f}")
print(f"largest |E_star - estimate|/omega = {max(deviation):.3f}")
print("weak-gap ratios computed/law, q=0.2, n=1..4:",
      " ".join(f"{r:.5f}" for r in weak_ratio))
print(f"q = {q_deep:.0f}: M = {M_deep},"
      f" E_star/V0 = {star_deep/(2*q_deep):.4f}")
print(f" width/classical = {width_ratio:.5f}, gap/omega = {gap_ratio:.5f}")
print("V0, number of gaps, last top, E_star, estimate (eV)")
for v in (0.2, 0.5, 1.0, 2.0, 3.0, 6.0, 12.0):
    q = v / (2 * EB)
    gaps = gaps_2d(q)
    _, star, _ = closing_bound(q, 60)
    last = f"{gaps[-1][1]*EB:.4f}" if gaps else "none"
    print(f" {v:5.1f} {len(gaps):3d} {last:>8s}"
          f" {star*EB:8.4f} {coef*v:8.4f}")
print("all assertions hold")
```

It prints:

```
a = 10.0 angstrom, V0 = 3.00 eV
E_B = 0.37603 eV, q = V0/(2 E_B) = 3.9890
well quantum omega = 3.0041 eV
1D bands: j, alpha, beta, width, gap above (eV)
 1   -1.6035   -1.5954   0.0081 2.468e+00
 2    0.8731    1.0353   0.1623 1.530e+00
 3    2.5650    3.4825   0.9175 5.267e-01
 4    4.0092    6.1857   2.1765 7.361e-02
 5    6.2593    9.5244   3.2651 4.902e-03
 6    9.5293   13.6229   4.0936 2.002e-04
 7   13.6231   18.4880   4.8649 5.604e-06
first band as wide as the largest gap: M = 5
overlaps W_M - g_j, j=1..5 (eV): 0.7967 1.7354 2.7384 3.1915 3.2602
2D gaps: bottom, top, size (eV)
   -3.1908   -0.7304   2.4603
   -0.5600    0.9615   1.5216
    2.0707    2.4057   0.3350
    4.5903    4.6558   0.0655
g_4 - W_1 = 0.0655 eV
sufficient bound E_star = 4.6558 eV
deep-well estimate = 3.5478 eV
crude bound: M = 17, energy = 99.26 eV
E_star = 0.17110 hartree
largest level step above last gap = 0.0150 eV
threshold V0/E_B = 0.6979, V0 = 0.2624 eV
first-order threshold = 0.2507 eV
m = 0.62841, estimate/V0 = 1.1826
1D energy/V0 at equal width and gap = 2.1826
largest |E_star - estimate|/omega = 0.554
weak-gap ratios computed/law, q=0.2, n=1..4: 0.99938 0.99560 0.99922 0.99973
q = 2500: M = 104, E_star/V0 = 1.2017
 width/classical = 0.99997, gap/omega = 0.99497
V0, number of gaps, last top, E_star, estimate (eV)
   0.2   0     none  -0.0264   0.2365
   0.5   1   0.5240   0.5240   0.5913
   1.0   2   1.4481   1.4481   1.1826
   2.0   3   2.7586   2.7586   2.3652
   3.0   4   4.6558   4.6558   3.5478
   6.0   6   3.2575   6.0153   7.0957
  12.0   9   6.1846  15.7538  14.1913
all assertions hold
```
